# Choosing the slice thickness for a graded Mo/Si interface

The reflection from a graded interface can be computed by cutting the interface into uniform slices of a chosen thickness $h$. If each slice takes the permittivity at its midpoint, the reflection amplitude $r_h$ of the staircase differs from the amplitude $r$ of the smooth profile by a term of order $h^2$, for both polarizations. For s polarization the term is

$$r_h-r=-\frac{i h^2}{48k_1}\Big\{\int q'(E^2)'\,dz+[q'E^2]\Big\}+O(h^4).\tag{1}$$

Here $q=k_0^2\varepsilon(z)-k_x^2$, $k_0$ is the vacuum wavenumber, $k_x$ the in-plane wavenumber, and $k_1$ the normal wavenumber in the incident medium. $E$ is the field in the smooth profile for unit incident amplitude, and primes are $z$ derivatives. The integral and the edge bracket (upper end minus lower end) are summed over the smooth pieces of the profile. Every jump of $\varepsilon$, and every kink where its slope jumps, must lie on a slice boundary.

For one weakly reflecting interface whose grading has no kinks and is resolved by the slices, (1) reduces to a relative reflectance error of about $-(kh)^2/3$, where $k$ is the normal wavenumber at the interface. At 13.5 nm near normal incidence, an error of 0.1 % then requires $h\approx0.12$ nm.

## What the program solves

The medium is non-magnetic, isotropic and uniform in the plane. It fills $0<z<L$, the wave arrives from $z<0$, and fields vary as $e^{i(k_xx-\omega t)}$, so absorption means $\operatorname{Im}\varepsilon>0$.

For s polarization the electric field is along $y$, and Maxwell's equations give $E''+qE=0$. For p polarization the magnetic field is along $y$, and they give $(H'/\varepsilon)'+(k_0^2-k_x^2/\varepsilon)H=0$. With $F=E$, $p=1$ in the first case and $F=H$, $p=\varepsilon$ in the second, both read

$$F'=pG,\qquad G'=-(q/p)F.\tag{2}$$

$F$ and $G$ are proportional to the tangential fields, so both are continuous at a jump of $\varepsilon$.

In a uniform slice $F''=-qF$. Let $\kappa=\sqrt q$ and start from the values $F_b,G_b$ at the bottom. At height $h$ above it,

$$\begin{pmatrix}F_t\\G_t\end{pmatrix}=\begin{pmatrix}\cos\kappa h&-p\,\sin(\kappa h)/\kappa\\ \kappa\sin(\kappa h)/p&\cos\kappa h\end{pmatrix}\begin{pmatrix}F_b\\G_b\end{pmatrix}.$$

The first row is the solution with value $F_b$ and slope $pG_b$, evaluated a distance $-h$ away; the second is its derivative divided by $p$. In the substrate only an outgoing wave exists, so the product of matrices starts from $F=1$, $G=ik_2/p_2$.

In the incident medium $F\propto1+r$ and $G\propto g(1-r)$, with $g=ik_1/p_1$. Then $gF-G\propto2gr$ and $gF+G\propto2g$, so

$$r=\frac{gF-G}{gF+G},\qquad R=|r|^2.$$

Each slice is solved without approximation. The error comes from replacing the profile.

## Why the order is two

Write (2) as $Y'=A(z)Y$. Let $U(h)$ carry $Y$ across a slice centred at $m$, from $m-h/2$ to $m+h/2$, in the smooth profile. Changing the sign of $h$ reverses the journey, so $U(-h)=U(h)^{-1}$, and $\ln U$ is odd in $h$. Since $U=1+hA(m)+O(h^2)$,

$$\ln U=hA(m)+h^3B(m)+O(h^5),$$

where $B$ is built from $A$ and its derivatives. The midpoint slice has logarithm $hA(m)$. Its local error is therefore $O(h^3)$, and $L/h$ slices accumulate $O(h^2)$.

The same expansion excludes an $h^3$ term in the total. Consider a smooth medium with the modified generator $\tilde A=A-h^2B$. Its slice logarithm is $hA-h^3B+h^3B+O(h^5)$, which is the midpoint slice up to $O(h^5)$. The staircase thus acts as a smooth medium altered by $h^2B$, with an accumulated discrepancy $O(h^4)$. Hence $r_h=r+ch^2+O(h^4)$ for both polarizations, and

$$\frac{4r_{h/2}-r_h}{3}=\frac{4r+ch^2-r-ch^2}{3}+O(h^4)=r+O(h^4).\tag{3}$$

$R$ has an expansion of the same kind, and its $h^2$ coefficient may vanish by accident.

## The error coefficient

For s polarization let $E$ and $E_h$ be the fields in the smooth and sliced profiles, and $\delta q=q_h-q$. From the two wave equations,

$$(EE_h'-E_hE')'=-\delta q\,EE_h.$$

At $z=L$ both fields have $E'=ik_2E$, so the bracket on the left vanishes. At $z=0$ it is

$$ik_1[(1+r)(1-r_h)-(1+r_h)(1-r)]=2ik_1(r-r_h).$$

Integrating from 0 to $L$ gives $-2ik_1(r-r_h)=-\int\delta q\,EE_h\,dz$, or

$$r_h-r=\frac{i}{2k_1}\int_0^L\delta q\,E\,E_h\,dz.\tag{4}$$

This holds without approximation. The fields differ by $O(h^2)$ at slice boundaries, by the previous section, and $\delta q=O(h)$ adds a smaller difference inside a slice. Replacing $E_h$ by $E$ therefore costs $O(h^3)$ in (4). As odd powers are absent from the total, the $h^2$ term can be computed with $u=E^2$.

At distance $s$ from a midpoint, $\delta q=-q's-\tfrac12q''s^2-\dots$ and $u(m+s)=u+u's+\dots$. Odd powers of $s$ integrate to zero, and $\int s^2ds=h^3/12$, so one slice gives

$$\int\delta q\,u\,ds=-\frac{h^3}{12}\big(q'u'+\tfrac12q''u\big)+O(h^5).$$

Summing the slices turns one factor $h$ into $dz$. With $\int q''u\,dz=[q'u]-\int q'u'\,dz$,

$$\int\delta q\,u\,dz=-\frac{h^2}{24}\Big\{\int q'u'\,dz+[q'u]\Big\}+O(h^4).$$

Multiplication by $i/2k_1$ gives (1).

## A rule for the setting

Take one interface with small contrast, so that the normal wavenumber $k=\sqrt q$ is nearly constant. Comparing the profile with a uniform medium through (4), to first order in contrast, gives $r\approx(i/2k)\int(q-k^2)e^{2ikz}dz$. A slight absorption removes the far end, and integration by parts yields

$$r\approx-\frac1{4k^2}\int q'e^{2ikz}dz.\tag{5}$$

For a grading without kinks the edge slopes in (1) vanish, and $(E^2)'\approx2ik\,e^{2ikz}$. Hence

$$r_h-r\approx\frac{h^2}{24}\int q'e^{2ikz}dz=-\frac{(kh)^2}{6}\,r,\qquad\frac{\delta R}{R}\approx-\frac{(kh)^2}{3}.\tag{6}$$

For a tolerated relative error $\eta$, choose $h\le\sqrt{3\eta}/k$. The derivation assumes weak reflection and a nearly constant $k$. Near total reflection the contrast in $q$ is comparable with $q$, so the derivation no longer justifies the rule, and the slicing should be checked by halving $h$. The derivation also assumes that $h$ resolves the grading and that the edge slopes vanish. For a linear ramp $q'$ is constant, so $\int q'(E^2)'dz=[q'E^2]$, the brace in (1) is twice the integral, and the relative error is $-2(kh)^2/3$.

## Other ways of sampling

**Slice top.** Sampling at the end nearer the source gives $\delta q$ a mean of $-q'h/2$. Equation (4) then contains $-(ih/4k_1)\int q'E^2dz$, which is first order. This amounts to shifting the profile by $h/2$. For one interface between lossless media a shift changes only the phase of $r$, so $R$ alone would hide the fault.

**Slice average.** The mean of $q$ over a slice exceeds the midpoint value by $q''h^2/24$. The extra contribution to $\int\delta q\,u\,dz$ is $(h^2/24)\{[q'u]-\int q'u'dz\}$, and the total becomes $-(h^2/12)\int q'u'dz$. When the edge slopes vanish, this is twice the midpoint error. The factor of two rests on (4) and so is derived for s polarization. It carries over to p polarization near normal incidence, where the two coincide, but not at larger angles.

**A jump inside a slice.** Midpoint sampling moves the jump to a slice boundary, by up to $h/2$. In (4) a finite $\delta q$ then acts over a length proportional to $h$, and the error is first order. A kink inside a slice leaves the order at two, but the mean of $\delta q$ over that slice is of order $h$ and depends on where the kink falls. The coefficient in (1) then changes, even in sign, and (3) no longer reaches fourth order.

## A silicon film on molybdenum

Light of 13.5 nm wavelength (91.8 eV) arrives from vacuum at 6° in s polarization. A silicon film of nominal thickness $D=6$ nm lies on molybdenum, with

$$\varepsilon=\varepsilon_{\rm Si}+(\varepsilon_{\rm Mo}-\varepsilon_{\rm Si})S\Big(\frac{z-D}{a}\Big),\quad S(x)=\frac1{1+e^{-x}},\quad a=0.25\ \text{nm}.$$

The rms width is $\sigma=\pi a/\sqrt3=0.45$ nm. The refractive indices are rough typical values, $0.924+0.0064i$ for Mo and $0.999+0.0018i$ for Si. The normal wavenumbers are $k_S=0.4624+0.0008i$ and $k_M=0.4273+0.0030i$ nm$^{-1}$.

This profile has a closed solution. Measure $z$ from the interface and set $\xi=-e^{-z/a}$, $\theta=\xi\,d/d\xi$ and $E=(-\xi)^{-ik_Ma}w$. Since $S=1/(1-\xi)$, the wave equation becomes the hypergeometric equation $\theta(\theta+\gamma-1)w=\xi(\theta+\alpha)(\theta+\beta)w$, with

$$\alpha=i(k_S-k_M)a,\quad\beta=-i(k_S+k_M)a,\quad\gamma=1-2ik_Ma.$$

The solution regular at $\xi=0$ is the transmitted wave. For large $-\xi$, the standard connection formula gives it the parts $(-\xi)^{-\alpha}\Gamma(\beta-\alpha)/[\Gamma(\beta)\Gamma(\gamma-\alpha)]$, which is incident, and the same with $\alpha\leftrightarrow\beta$, which is reflected. Their ratio is

$$r_i=\frac{\Gamma(2ik_Sa)\,\Gamma(\beta)\,\Gamma(1+\beta)}{\Gamma(-2ik_Sa)\,\Gamma(\alpha)\,\Gamma(1+\alpha)}.$$

With $r_s=(k_1-k_S)/(k_1+k_S)$ at the surface and $e=r_ie^{2ik_SD}$, the echoes in the film sum to

$$r=r_s+\frac{(1-r_s^2)e}{1+r_se}=\frac{r_s+e}{1+r_se}.$$

Direct integration of (2) through a 12 nm window agrees with this to $4\times10^{-13}$ and gives $R=0.13798\,\%$. Slicing the same window gives:

| $h$ (nm) | relative error of $R$ (%) |
|---:|---:|
| 2 | +7.18 |
| 1 | −3.24 |
| 0.5 | −1.57 |
| 0.25 | −0.399 |
| 0.125 | −0.100 |

From 0.5 nm, which is $2a$, each halving divides the error by about four. The last halving tested, to 0.0625 nm, gives order 2.000 in $r$; p polarization at 30° gives the same order.

In this table the interface lies on a slice boundary. The rows for 2 and 1 nm depend strongly on that choice: with the interface at the centre of a slice they become about $-53\,\%$ and $-9\,\%$, while from 0.5 nm down the alignment hardly matters. At $h=2$ nm the tabulated error has the opposite sign. The midpoints beside the interface lie at $\pm4a$, where $S=0.018$ and 0.982. The staircase therefore puts 0.964 of the step in one plane and 0.018 at each of $\pm2$ nm. With $k^2\approx\operatorname{Re}(k_Sk_M)=0.1976$ nm$^{-2}$, (5) gives an amplitude relative to a sharp interface of $0.964+0.036\cos(4\ \text{nm}\times k)=0.957$. Its square is 0.915, while the smooth interface has 0.852. The ratio exceeds one by 7 %, as in the table: this staircase is too sharp.

Expanding (5) about the interface gives an amplitude factor $1-2k^2\sigma^2\approx e^{-2k^2\sigma^2}$. The corresponding reflectance factor, with $k^2=k_Sk_M$, is 0.850, close to the 0.852 of the closed solution.

Equation (1), evaluated with the integrated field, predicts $c=(-8.207+8.602i)\times10^{-4}$ nm$^{-2}$. The finest slicing gives $(-8.206+8.602i)\times10^{-4}$. A linear ramp 2 nm wide, whose edge terms do not vanish, agrees equally closely.

For the interface alone at $h=0.25$ nm, (6) predicts $-0.1976\times0.0625/3=-0.412\,\%$, and slicing gives $-0.411\,\%$. The film has $-0.399\,\%$ because its surface amplitude $r_s\approx0.0005-0.0009i$ carries no slicing error. This lowers the relative error by the fraction $\operatorname{Re}(r_sr^*)/R\approx0.027$.

For $\eta=0.001$ the rule gives $h=\sqrt{0.003/0.1976}=0.123$ nm. For the interface alone, 98 slices in 12 nm leave an error of $-0.099\,\%$. Extrapolation is cheaper: applying (3) to the film reflectances at 0.5 and 0.25 nm, which take 72 slices in all, gives $(4\times0.1374245-0.1358131)/3=0.1379616\,\%$, against 0.1379756 % from integration. The relative error is $-0.010\,\%$. The observed order of the extrapolated amplitude is 4.01.

For s polarization the alternatives behave as derived. Top sampling has observed order 1.00, as does a sharp jump kept one third of a slice from the nearest boundary. Slice averaging has 2.00 times the midpoint error.

## A complete mirror

For $N$ equal periods, multiply the slices of one period into a matrix $C$ and use $C^N$. The example has $N=40$, a Mo fraction of 0.4, the same grading at both interfaces and a silicon substrate. Each period runs from the middle of one Si layer to the middle of the next. The Mo fraction $f(z)$ is a sum of rising and falling logistic steps, and permittivity is mixed linearly in $f$.

The best period is 6.955 nm. With the period optimized in each case, grading lowers the peak reflectance from 73.5 % to 71.0 %. At a fixed period of 6.96 nm, the slicing errors are:

| slices per period | $h$ (nm) | error (percentage points) |
|---:|---:|---:|
| 8 | 0.870 | −0.966 |
| 16 | 0.435 | −0.195 |
| 32 | 0.218 | −0.049 |
| 64 | 0.109 | −0.012 |

The order is again 2.00. These errors should be weighed against what the model omits. The following changes are in percentage points; the period is reoptimized for the first four and held at 6.96 nm for the last two.

- Absorption indices raised by 10 %: −2.2.
- A 1.5 nm oxide added on top, with rough index $0.978+0.011i$: −2.0.
- Extra interface roughness of 0.2 nm rms, treated as added grading: −0.5.
- Silicide densification, scaling $\varepsilon-1$ by up to 1.25 at $f=1/2$: +0.07.
- Averaging over a flat 2 % wavelength band, with fixed indices: −1.1.
- p instead of s polarization: −0.8.

Real Mo/Si mirrors for this wavelength have periods near 7 nm and some tens of periods, and good ones reflect very roughly 65 to 70 %. The model's 71 % lies slightly above that range. Real mirrors usually carry a capping layer, and their two kinds of interface differ in width; the model has neither feature. The oxide estimate indicates that a surface layer alone can move the result by a few points. Its size depends on where the layer sits in the standing wave: the $-2.0$ is for a stack ending in half a Si layer, and other top Si thicknesses give from about $-0.2$ (a full Si layer) to about $-3.8$.

For this mirror, 32 slices per period suffice for a prediction of the peak reflectance: the slicing error is about one fortieth of the absorption change. On the flanks of the reflection band the slicing error is larger. A study of silicide densification needs more care, because an error of 0.05 on only one side of the comparison would be comparable with the 0.07 sought. Keep the slicing the same on both sides, and check the difference with 64 slices or by extrapolation. For s polarization with a different wavelength, angle or grading, start from (6), doubled for a ramp-like grading, put jumps and kinks on slice boundaries, keep $h$ below about $2a$, and confirm that halving $h$ divides the change in $R$ by four. The full numerical output follows.

## Calculated quantities

```
Wavelength 13.5 nm; photon energy 91.84 eV; angle 6.0 deg
Rough index Mo 0.9240+0.0064j; Si 0.9990+0.0018j (dimensionless)
Permittivity Mo 0.853735+0.011827j; Si 0.997998+0.003596j (dimensionless)
Film 6.0 nm; window 12.0 nm; a 0.25 nm; rms width 0.4534 nm
Normal wavenumber Si 0.462404+0.000842j; Mo 0.427289+0.002998j 1/nm
Film r, continuous equations: 0.025693886-0.026824997j (dimensionless)
Film R, continuous equations: 0.1379756 %
Difference from closed-form r: 4.3e-13 (dimensionless)
Film: slices | h (nm) | R (%) | relative R error (%) | abs r error
   6 | 2.0000 | 0.1478880 | +7.18411 | 1.311e-03
  12 | 1.0000 | 0.1335116 | -3.23537 | 6.059e-04
  24 | 0.5000 | 0.1358131 | -1.56731 | 2.922e-04
  48 | 0.2500 | 0.1374245 | -0.39943 | 7.426e-05
  96 | 0.1250 | 0.1378377 | -0.09998 | 1.857e-05
 192 | 0.0625 | 0.1379411 | -0.02500 | 4.644e-06
Observed order, s: r 1.9998; R 1.9996
Observed order, p at 30 deg: r 1.9999
Observed order after extrapolation: 4.0090
Observed order, left sampling: 0.9996; misplaced jump: 1.0000
Average/midpoint error ratio: 1.99987 (real part)
Film error coefficient, formula: -0.0008207+0.0008602j 1/nm^2
Film error coefficient, slicing: -0.0008206+0.0008602j 1/nm^2
Ramp width 2.0 nm; slice 0.0625 nm
Ramp error coefficient, formula: -0.0015082-0.0016937j 1/nm^2
Ramp error coefficient, slicing: -0.0015083-0.0016938j 1/nm^2
Buried interface, h=0.25 nm: R error -0.4105 %, rule -0.4116 %
Slice for 0.1 % R error by rule: 0.1232 nm
Check with 98 slices: R error -0.0986 %
Graded/sharp buried R: exact 0.85230, exponential 0.85002
Mirror: 40 periods, Mo fraction 0.4, best period 6.9552 nm
Mirror R at period 6.96 nm, continuous equations: 70.99042 %
Best R: sharp 73.464 %; graded 70.991 %
Mirror: slices per period | h (nm) | R error (percentage points)
   8 | 0.8700 | -0.965824
  16 | 0.4350 | -0.195336
  32 | 0.2175 | -0.048648
  64 | 0.1087 | -0.012150
 128 | 0.0544 | -0.003037
Observed mirror order in R: 2.0004
Neglected effects, change of mirror R in percentage points:
Extra roughness 0.2 nm: -0.490
Silicide densification 25 % at mid-mixture: +0.066
Added oxide 1.5 nm, index 0.978+0.011j: -2.037
Absorption indices raised 10 %: -2.206
Flat source band of full width 2 %: -1.083
p instead of s polarization at 6.0 deg: -0.762
```
